# Activation-energy uncertainty from oxidation rates at two temperatures

## Problem

The parabolic rate constant of dry silicon oxidation is measured once at 1173 K and once at 1273 K (900 and 1000 °C). Each value carries an independent relative error of 10 percent, meaning one standard deviation. The temperatures are taken as exactly known.

(a) What is the standard deviation of the activation energy?

(b) How does the answer change if "10 percent" is a hard limit, or if both rates share the same error?

(c) How well do the two measurements predict the rate at 1073 K?

(d) What reduces the uncertainty, and which neglected effects could exceed it?

## Solution

### (a) From rate errors to an energy error

Assume that the rate constant follows the Arrhenius law over the whole range,

$$k(T)=k_0\,e^{-E/(k_BT)},$$

with constant $k_0$ and $E$. Call the lower temperature $T_1$ and the higher one $T_2$. The logarithms of the two rates are

$$\ln k_1=\ln k_0-\frac{E}{k_BT_1},\qquad \ln k_2=\ln k_0-\frac{E}{k_BT_2}.$$

Subtracting the first from the second removes $k_0$:

$$\ln\frac{k_2}{k_1}=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)=\frac{E}{k_B}\,\frac{T_2-T_1}{T_1T_2}.$$

Therefore

$$E=L\ln\frac{k_2}{k_1},\qquad L=\frac{k_BT_1T_2}{T_2-T_1}.$$

The energy $L$ is the lever that turns an error in the logarithm into an error in $E$. With $k_B=8.617\times10^{-5}$ eV/K,

$$L=\frac{8.617\times10^{-5}\times1173\times1273}{100}\ \text{eV}=1.287\ \text{eV}.$$

Let the measured rates be $k_i(1+\varepsilon_i)$, where $\varepsilon_i$ has mean zero and standard deviation $s=0.10$. Since $\ln(1+\varepsilon)\approx\varepsilon$ for small $\varepsilon$, the error of the energy is

$$\delta E\approx L(\varepsilon_2-\varepsilon_1).$$

The variance of a difference of independent quantities is the sum of their variances, here $s^2+s^2$. Hence

$$\boxed{\sigma_E=\sqrt2\,s\,\frac{k_BT_1T_2}{T_2-T_1}}$$

and

$$\sigma_E=1.414\times0.10\times1.287\ \text{eV}=0.182\ \text{eV},$$

or 17.6 kJ/mol. Neither $E$ nor $k_0$ enters: the absolute uncertainty is the same for a weakly and a strongly activated process. For an activation energy of 1.2 eV it amounts to 15 percent.

Two limits show what the temperatures do. When they are close together, $L\approx k_BT^2/(T_2-T_1)$, so the uncertainty grows without bound as the gap closes. When $T_2\gg T_1$, $L$ approaches $k_BT_1$, so within the Arrhenius model raising $T_2$ further eventually stops helping.

**Is first order good enough?** For normally distributed errors, keep two more terms:

$$\ln(1+\varepsilon)\approx\varepsilon-\frac{\varepsilon^2}{2}+\frac{\varepsilon^3}{3}.$$

The moments needed are $\langle\varepsilon^2\rangle=s^2$ and $\langle\varepsilon^4\rangle=3s^4$; odd moments vanish. Up to order $s^4$, the variance has three contributions:

- $s^2$ from the first term;
- $\tfrac14(3s^4-s^4)=\tfrac12s^4$ from the second;
- $2\times\tfrac13\langle\varepsilon^4\rangle=2s^4$ from the covariance of the first and third.

The sum is $s^2(1+\tfrac52s^2)$, so $\sigma_E$ rises by the factor $\sqrt{1.025}\approx1.012$. Numerical averaging over both error distributions gives 0.184 eV, in agreement. The mean of $\ln(1+\varepsilon)$ is slightly negative, but it is the same for both rates and cancels in $E$.

The corresponding 95 percent interval is about $\pm1.96\,\sigma_E=\pm0.36$ eV.

### (b) Other meanings of "10 percent"

If the errors are hard limits, $|\varepsilon_i|\le s$, the largest upward error in $E$ occurs when $k_2$ is high and $k_1$ is low:

$$|\delta E|_{\max}=L\ln\frac{1+s}{1-s}=1.287\times\ln\frac{1.1}{0.9}\ \text{eV}=0.258\ \text{eV}.$$

Exchanging the signs of the two errors gives the same magnitude downward. This is a bound, not a standard deviation.

If both rates are wrong by the same factor, that factor cancels in $k_2/k_1$ and $E$ is unaffected. A thickness gauge with a constant scale error acts in this way, because the parabolic constant has the dimension of length squared per time and is multiplied by the same squared scale factor at both temperatures. The error remains in $k_0$.

### (c) Predicting another rate

The Arrhenius line is straight in $1/T$. The line through the two measured points is

$$\ln k(T)=w_1\ln k_1+w_2\ln k_2,$$

$$w_1=\frac{1/T-1/T_2}{1/T_1-1/T_2},\qquad w_2=1-w_1.$$

This is linear in $1/T$ and returns $\ln k_1$ at $T_1$ and $\ln k_2$ at $T_2$, as it must. Independent errors then give, to first order,

$$\sigma_{\ln k(T)}=s\sqrt{w_1^2+w_2^2}.$$

At 1073 K the weights are $2.186$ and $-1.186$, so the error is $0.10\times\sqrt{2.186^2+1.186^2}=0.249$. One standard deviation is thus a factor of about $e^{0.249}\approx1.28$ in the predicted rate, provided the same Arrhenius law continues to hold down to 1073 K. For dry oxidation this proviso is not safe: the parabolic constant has been reported to change slope near 950 °C, between the two measured temperatures, with a larger activation energy below than above. With roughly 1.7 to 2.2 eV below the break and 0.7 to 0.8 eV above it, the straight line through the two points would overestimate the rate at 1073 K by a factor of 1.5 to 2.

The prefactor is much less certain. It corresponds to $1/T=0$, far outside the measured range, where the same formula gives $\sigma_{\ln k_0}=1.73$, a factor of 5.6. The errors of $E$ and $\ln k_0$ are strongly correlated: a line that is too steep also has too high an intercept. Treating them as independent would give an error of 2.62 in $\ln k$ at 1073 K, about ten times too large. A quoted pair $(k_0,E)$ therefore needs its covariance, or the original rates, if it is to be used for prediction.

### (d) Improvements and neglected effects

**Window and repeats.** Moving the measurements to 1073 and 1373 K, with the same 10 percent error in each rate, lowers $\sigma_E$ to 0.060 eV. This requires the same Arrhenius law to hold over the wider window. Two temperatures cannot test that, since two parameters always fit two distinct points; a third temperature is needed.

Alternatively, average the logarithms of $n$ independent repeats at each temperature. The variance of each averaged logarithm is $1/n$ times that of a single measurement, and so

$$\sigma_E(n)=\frac{\sigma_E}{\sqrt n}.$$

Reaching 0.05 eV in the original window requires $n\ge(0.182/0.05)^2\approx13.2$, hence 14 repeats at each temperature. Errors shared by all repeats at one temperature do not average out.

**Temperature errors.** Suppose the true temperature is $T_i+\delta_i$ while the analysis uses $T_i$. Expanding $-E/[k_B(T_i+\delta_i)]$ to first order changes $\ln k_i$ by $E\delta_i/(k_BT_i^2)$. Multiplying the difference of these changes by $L$ gives

$$\delta E=E\,\frac{\delta_2/T_2^2-\delta_1/T_1^2}{1/T_1-1/T_2}.$$

For $E=1.2$ eV and independent errors of 2 K, the standard deviation is 0.034 eV. Added in quadrature, it raises the total only to 0.185 eV. For a common offset $\delta_1=\delta_2=d$, factoring the difference of squares gives $\delta E=-Ed(1/T_1+1/T_2)$, or $-0.004$ eV for $d=2$ K.

**Extracting the rate constant.** A larger danger lies in how the parabolic constant $B$, which plays the role of $k$, is obtained from film thickness. In the linear-parabolic model the thickness $x$ obeys

$$\frac{dx}{dt}=\frac{B}{A+2x}.$$

Separating variables and integrating from an initial thickness $x_i$ gives

$$x^2+Ax=Bt+c,\qquad c=x_i^2+Ax_i.$$

Take first a bare surface, $c=0$. Using $x^2/t$ as the rate constant then returns

$$\frac{x^2}{t}=B\,\frac{x^2}{x^2+Ax}=\frac{B}{1+A/x}.$$

Because $A$ depends on temperature, the denominator does not cancel, and the energy is shifted by

$$\Delta E=L\ln\frac{1+A_1/x}{1+A_2/x}.$$

Rough typical values are 1.2 eV for the activation energy of $B$, 2.0 eV for that of the linear constant $B/A$, and $A_2=165$ nm at 1273 K. Then $A$ varies as $e^{0.8\,\text{eV}/(k_BT)}$, which gives $A_1=307$ nm at 1173 K. For a 200 nm film at both temperatures,

$$\Delta E=1.287\times\ln\frac{2.535}{1.825}\ \text{eV}\approx0.42\ \text{eV}.$$

This bias is more than twice the random uncertainty, and repeats do not reduce it. Its size is sensitive to the rough values of $A$: with $A_1=255$ nm instead of 307 nm, close to the value interpolated from tabulated dry-oxidation data, it would be 0.28 eV. The value $A_2=165$ nm refers to (111) silicon; for (100) silicon $A$ is about 1.68 times larger, and scaling 307 and 165 nm by that factor gives 0.52 eV. For a very thin film it tends to $L\ln(A_1/A_2)=0.8$ eV: within this bare-surface model the experiment then measures the activation energy of $B/A$ instead. Real dry oxides thinner than a few tens of nanometres grow faster than the model with $c=0$ predicts, so this limit is not a description of them.

With two thicknesses $x_a<x_b$, dividing the growth law by $Bx$ gives $t/x=(x+A-c/x)/B$. Subtraction removes $A$:

$$\frac{t_b}{x_b}-\frac{t_a}{x_a}=\frac{x_b-x_a}{B}\left(1+\frac{c}{x_ax_b}\right).$$

The estimate $(x_b-x_a)/(t_b/x_b-t_a/x_a)$ equals $B$ if $c=0$, and $B/[1+c/(x_ax_b)]$ otherwise. Fast early growth in dry oxygen is often represented by an effective initial oxide. Taking 20 nm at both temperatures gives $c=6545$ and $3700$ nm² at 1173 and 1273 K. For thicknesses of 100 and 200 nm, ignoring it shifts $E$ by

$$1.287\times\ln\frac{1.327}{1.185}\ \text{eV}\approx0.15\ \text{eV}.$$

Three thicknesses determine $B$, $A$ and $c$ together. With noise-free growth times they recover 1.20 eV; with real data, the relative errors $s_1$ and $s_2$ of the fitted $B$ (standard deviation divided by $B$) must be found from the fits at the two temperatures. They generally differ; while they are small and independent, $\sqrt{s_1^2+s_2^2}$ replaces $\sqrt2\,s$ in the formula for $\sigma_E$. The fit can amplify noise strongly: for thicknesses of 100, 150 and 200 nm and the same initial oxide, independent 1 percent errors in the growth times give, to first order, errors in $B$ of about 32 percent at 1173 K and 23 percent at 1273 K. Errors of this size are no longer small. The fitted $B$ is skewed, with a central 68 percent range of 0.76 to 1.46 times the true value at 1173 K, and about one fit in a thousand gives a negative $B$. Among the remaining fits $E$ scatters by about 0.59 eV, rather than the 0.51 eV of the first-order formula.

### A few cases

The first six rows concern random or shared errors; the last two are systematic shifts.

| Case | Effect on $E$ (eV) |
|---|---:|
| 1173 and 1273 K, independent 10% | $\sigma_E=0.182$ |
| Same, 10% as hard limits | at most $0.258$ |
| Same error factor in both rates | $0$ |
| First case plus independent 2 K errors | $\sigma_E=0.185$ |
| 1073 and 1373 K, independent 10% | $\sigma_E=0.060$ |
| First case, 14 repeats at each temperature | $\sigma_E=0.049$ |
| $x^2/t$ used for $B$, 200 nm film | shift $+0.42$ |
| 20 nm initial oxide ignored | shift $+0.15$ |

### Relation to a real furnace experiment

The temperatures and growth parameters are in the regime of dry silicon oxidation, but 200 nm is thick for a dry oxide. With $B=10^4$ nm²/h at 1273 K, the model requires 7.3 h there and 25.8 h at 1173 K, starting from bare silicon. Thinner films make the correction $A/x$ larger. The assumption most at risk is therefore purely parabolic growth, whose failure moves $E$ by about 0.4 eV in this example, and by 0.3 to 0.5 eV for the other values of $A$ considered above. The estimate of 0.18 eV describes the random error alone, and applies once $B$ has been extracted without such a bias and with independent 10 percent errors at the two temperatures.

## Numbers as computed

```
Boltzmann constant: 8.617333e-05 eV/K
temperatures T1, T2: 1173, 1273 K
relative error of each rate s: 0.10
1/T1 - 1/T2: 6.6969e-05 1/K
lever L: 1.2868 eV
error of ln(k2/k1): 0.1414
sigma_E, first order: 0.1820 eV
sigma_E, converted: 17.56 kJ/mol
sigma_E, full quadrature: 0.1843 eV
largest error for hard limits: 0.2582 eV
95 percent half-width: 0.357 eV
sampled coverage of that interval: 94.5 percent
example activation energy of B: 1.20 eV
sigma_E / E: 15.2 percent
B at T1: 3935 nm^2/h
B at T2: 10000 nm^2/h
ratio B(T2)/B(T1): 2.5410
prediction temperature: 1073 K
weights w1, w2: 2.186, -1.186
error of predicted ln B: 0.249
same, correlation wrongly ignored: 2.62
error of ln k0: 1.731
one-sigma factor in k0: 5.65
wider window: 1073 to 1373 K
sigma_E in wider window: 0.0598 eV
target sigma_E: 0.05 eV
repeats needed at each temperature: 14
sigma_E with these repeats: 0.0486 eV
temperature error: 2.0 K
its sigma_E if independent: 0.0342 eV
total sigma_E with it: 0.1852 eV
shift of E from common offset: -0.0039 eV
activation energy of B/A: 2.00 eV
A at T1, T2: 307, 165 nm
film thickness: 200 nm
growth time from bare surface at T1, T2: 25.8, 7.3 h
x^2/t at T1, T2: 1552, 5479 nm^2/h
bias of E from using x^2/t: 0.423 eV
two thicknesses xa, xb: 100, 200 nm
effective initial oxide: 20 nm
c at T1, T2: 6545, 3700 nm^2
bias of E from ignoring initial oxide: 0.146 eV
E from three thicknesses: 1.2000 eV
```
